**Differential insertion of insulating spherical pores**

The program examines the law \(\kappa=\kappa_s(1-\phi)^{3/2}\), where \(\kappa_s\) is the conductivity of the dense solid, \(\kappa\) that of the porous solid and \(\phi\) the final pore volume fraction. It assumes Fourier conduction and portions of pores that are each much larger than those inserted before. A finite-volume solution around one pore is asserted to reproduce the dilute coefficient 3/2 and, at \(\phi=0.40\), the Maxwell value for a concentric cell. Repeated insertion with this numerical response is asserted to approach the differential law; extrapolation gives 0.4646, against 0.4648 from the formula. Random points in three nested generations of pores are asserted to follow the product rule for the solid fraction within 0.004. A resistor network with fine voids and a large pore is asserted to agree with the product of the separate responses within 4 %; the printed deviations are 0.11 % and −0.07 % for the two size ratios. The program also asserts the ordering relative to the Maxwell estimate and the second-order coefficients 3/8 and 3/4. For a model film with \(\kappa_s=1.2\) W/(m K) and \(\phi=0.40\), it prints a conductivity of 0.5577 W/(m K).

## Numerical verification

```python
"""Differential insertion of insulating spherical pores:
    kappa(phi) = kappa_s * (1 - phi)**(3/2).
kappa_s: conductivity of the dense solid; phi: final pore volume fraction;
f: local volume fraction of one newly inserted portion of pores.
Fourier conduction is assumed, and each new portion has much larger pores
than all earlier ones. The tests solve the conduction problem numerically,
count volumes by random points, and follow insertion in finite portions.
"""
import numpy as np
import sympy as sp
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def differential_law(phi):
    return (1.0 - phi) ** 1.5


def maxwell_law(phi):
    return (1.0 - phi) / (1.0 + phi / 2.0)


def pore_flux_deficit(f, nr=120, nt=60):
    """Return (1 - kappa_eff/kappa)/f for a pore in a concentric cell.

    Finite volumes in radius and polar angle; T = -z on the outer sphere,
    zero flux on the pore. The pore radius is 1 and the gradient is 1.
    """
    outer = f ** (-1.0 / 3.0)
    rf = np.geomspace(1.0, outer, nr + 1)
    rc = 0.5 * (rf[1:] + rf[:-1])
    tf = np.linspace(0.0, np.pi, nt + 1)
    tc = 0.5 * (tf[1:] + tf[:-1])
    band = np.cos(tf[:-1]) - np.cos(tf[1:])
    index = np.arange(nr * nt).reshape(nr, nt)
    g_rad = (rf[1:-1] ** 2 / np.diff(rc))[:, None] * band[None, :]
    g_ang = (np.diff(rf)[:, None] * np.sin(tf[1:-1])[None, :]
             / (tf[1] - tf[0]))
    first = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    second = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([g_rad.ravel(), g_ang.ravel()])
    size = nr * nt
    diagonal = (np.bincount(first, g, minlength=size)
                + np.bincount(second, g, minlength=size))
    g_out = outer ** 2 * band / (outer - rc[-1])
    diagonal[index[-1]] += g_out
    rhs = np.zeros(size)
    rhs[index[-1]] = g_out * (-outer * np.cos(tc))
    links = coo_matrix((g, (first, second)), shape=(size, size))
    matrix = (diags(diagonal) - links - links.T).tocsc()
    temperature = spsolve(matrix, rhs).reshape(nr, nt)
    weight = 0.5 * (np.cos(tf[:-1]) ** 2 - np.cos(tf[1:]) ** 2)
    surface_integral = 2.0 * np.pi * np.sum(temperature[0] * weight)
    return -surface_integral / (4.0 * np.pi / 3.0)


def network_conductivity(solid):
    """Relative conductivity of a voxel block along its last axis.

    End faces are isothermal, side faces adiabatic: one octant of a
    mirror-symmetric periodic cell. Void voxels carry no heat.
    """
    n = solid.shape[0]
    index = -np.ones(solid.shape, dtype=int)
    size = int(solid.sum())
    index[solid] = np.arange(size)
    first, second = [], []
    for axis in range(3):
        moved = np.moveaxis(index, axis, 0)
        a, b = moved[:-1].ravel(), moved[1:].ravel()
        joined = (a >= 0) & (b >= 0)
        first.append(a[joined])
        second.append(b[joined])
    first, second = np.concatenate(first), np.concatenate(second)
    diagonal = (np.bincount(first, minlength=size)
                + np.bincount(second, minlength=size)).astype(float)
    cold = index[:, :, 0][index[:, :, 0] >= 0]
    hot = index[:, :, -1][index[:, :, -1] >= 0]
    diagonal[cold] += 2.0
    diagonal[hot] += 2.0
    diagonal[diagonal == 0.0] = 1.0   # isolated voxels carry no heat
    links = coo_matrix((np.ones(first.size), (first, second)),
                       shape=(size, size))
    matrix = (diags(diagonal) - links - links.T).tocsr()
    rhs = np.zeros(size)
    rhs[hot] = 2.0
    # conjugate gradients with diagonal preconditioning
    x = np.zeros(size)
    residual = rhs.copy()
    z = residual / diagonal
    direction = z.copy()
    rz = residual @ z
    goal = 1e-8 * np.linalg.norm(rhs)
    for _ in range(3000):
        image = matrix @ direction
        step = rz / (direction @ image)
        x += step * direction
        residual -= step * image
        if np.linalg.norm(residual) < goal:
            break
        z = residual / diagonal
        rz_new = residual @ z
        direction = z + (rz_new / rz) * direction
        rz = rz_new
    assert np.linalg.norm(residual) < 2.0 * goal
    return np.sum(2.0 * (1.0 - x[hot])) / n


# --- dilute coefficient and finite concentric cell ---
f_dilute = 0.001
slope = pore_flux_deficit(f_dilute)
assert abs(slope - 1.5) < 4e-3   # grid error plus finite f
print(f"Dilute test: local pore fraction = {f_dilute:.3f}")
print(f"Numerical dilute coefficient = {slope:.4f} (dimensionless)")
phi = 0.40
cell = 1.0 - phi * pore_flux_deficit(phi)
assert abs(cell - maxwell_law(phi)) < 1e-3
print(f"Concentric cell at porosity {phi:.2f}: numerical kappa/kappa_s"
      f" = {cell:.4f}, Maxwell = {maxwell_law(phi):.4f}")

# --- repeated insertion, with the numerical response of each portion ---
results = []
for portions in (1, 5, 10, 20, 40):
    f = 1.0 - (1.0 - phi) ** (1.0 / portions)
    response = 1.0 - f * pore_flux_deficit(f)
    kappa, solid_fraction = 1.0, 1.0
    for _ in range(portions):
        kappa *= response
        solid_fraction *= 1.0 - f
    assert abs(solid_fraction - (1.0 - phi)) < 1e-12
    results.append(kappa)
    print(f"{portions:2d} portions, f = {f:.4f}: kappa/kappa_s = {kappa:.4f}")
errors = np.abs(np.array(results) - differential_law(phi))
assert np.all(np.diff(errors) < 0.0)
limit = 2.0 * results[-1] - results[-2]
assert abs(limit - differential_law(phi)) < 1e-3
print(f"Extrapolated to infinitely many portions = {limit:.4f}")
print(f"Differential law at porosity {phi:.2f} = {differential_law(phi):.4f}")

# --- volume count with three nested generations of pores ---
rng = np.random.default_rng(7)
points = rng.random((1000000, 3))
f_generation = 0.20
in_solid = np.ones(len(points), dtype=bool)
for period in (1.0 / 400.0, 1.0 / 20.0, 1.0):
    radius = period * (3.0 * f_generation / (4.0 * np.pi)) ** (1.0 / 3.0)
    shifted = (points + rng.random(3)) % period - period / 2.0
    in_solid &= np.sum(shifted ** 2, axis=1) > radius ** 2
counted = in_solid.mean()
product = (1.0 - f_generation) ** 3
assert abs(counted - product) < 4e-3
print(f"Three generations, f = {f_generation:.2f} each:"
      f" counted solid fraction = {counted:.4f}")
print(f"Product rule = {product:.4f},"
      f" simple subtraction = {1.0 - 3.0 * f_generation:.4f}")

# --- a large pore in a finely porous host ---
f_large = 0.30
for n in (24, 48):
    i = np.arange(n)
    fine = (i % 4 == 1) | (i % 4 == 2)
    fine_void = fine[:, None, None] & fine[None, :, None] & fine[None, None, :]
    centre = i + 0.5
    distance2 = (centre[:, None, None] ** 2 + centre[None, :, None] ** 2
                 + centre[None, None, :] ** 2)
    radius = 2.0 * n * (3.0 * f_large / (4.0 * np.pi)) ** (1.0 / 3.0)
    outside = distance2 > radius ** 2
    k_fine = network_conductivity(~fine_void[:4, :4, :4])
    k_large = network_conductivity(outside)
    k_both = network_conductivity(outside & ~fine_void)
    deviation = k_both / (k_fine * k_large) - 1.0
    if n == 24:
        print(f"Network: fine void fraction = {fine_void.mean():.4f},"
              f" large-pore fraction = {f_large:.2f}")
        print(f"Fine voids alone: kappa/kappa_s = {k_fine:.4f}")
    print(f"Large pore diameter / fine period = {2.0 * radius / 4.0:.1f}:")
    print(f"  large pore alone = {k_large:.4f}, both = {k_both:.4f}")
    print(f"  product = {k_fine * k_large:.4f},"
          f" deviation of both from product = {100 * deviation:.2f} %")
additive = k_fine + k_large - 1.0
assert abs(deviation) < 0.04   # finite separation of pore sizes
assert abs(k_both - k_fine * k_large) < abs(k_both - additive)
print(f"  sum of separate reductions would give {additive:.4f}")

# --- comparison with the Maxwell estimate ---
u, p = sp.symbols("u p", positive=True)
gap = sp.factor(2 - 3 * u + u ** 3)
assert sp.expand(gap - (1 - u) ** 2 * (2 + u)) == 0
grid = np.linspace(0.0, 1.0, 1001)
assert np.all(maxwell_law(grid) - differential_law(grid) > -1e-14)
second_diff = sp.diff((1 - p) ** sp.Rational(3, 2), p, 2).subs(p, 0) / 2
second_max = sp.diff((1 - p) / (1 + p / 2), p, 2).subs(p, 0) / 2
assert second_diff == sp.Rational(3, 8)
assert second_max == sp.Rational(3, 4)
print(f"Second-order coefficients: differential = {second_diff},"
      f" Maxwell = {second_max}")
print("Porosity | differential | Maxwell | exponential (kappa/kappa_s)")
for porosity in (0.1, 0.2, 0.3, 0.4, 0.5):
    print(f"  {porosity:.1f}    | {differential_law(porosity):.4f}"
          f"       | {maxwell_law(porosity):.4f}"
          f"  | {np.exp(-1.5 * porosity):.4f}")

# --- worked example with round model parameters ---
kappa_s = 1.2          # W/(m K)
thickness = 200e-9     # m
heat_flux = 1.0e7      # W/m^2
kappa_film = kappa_s * differential_law(phi)
resistance_dense = thickness / kappa_s
resistance_film = thickness / kappa_film
half_porosity = 1.0 - 0.5 ** (2.0 / 3.0)
assert abs(differential_law(half_porosity) - 0.5) < 1e-12
print(f"Model solid conductivity = {kappa_s:.2f} W/(m K)")
print(f"Film porosity = {phi:.2f}, thickness = {thickness * 1e9:.0f} nm")
print(f"Heat flux = {heat_flux:.1e} W/m^2")
print(f"Porous film conductivity = {kappa_film:.4f} W/(m K)")
print(f"Resistance per area, dense = {resistance_dense:.3e} m^2 K/W")
print(f"Resistance per area, porous = {resistance_film:.3e} m^2 K/W")
print(f"Resistance ratio porous/dense = {resistance_film/resistance_dense:.3f}")
print(f"Temperature drop, dense = {heat_flux * resistance_dense:.3f} K")
print(f"Temperature drop, porous = {heat_flux * resistance_film:.3f} K")
print(f"Porosity that halves the conductivity = {half_porosity:.4f}")
print("PASS")
```

It prints:

```
Dilute test: local pore fraction = 0.001
Numerical dilute coefficient = 1.5002 (dimensionless)
Concentric cell at porosity 0.40: numerical kappa/kappa_s = 0.5000, Maxwell = 0.5000
 1 portions, f = 0.4000: kappa/kappa_s = 0.5000
 5 portions, f = 0.0971: kappa/kappa_s = 0.4733
10 portions, f = 0.0498: kappa/kappa_s = 0.4691
20 portions, f = 0.0252: kappa/kappa_s = 0.4669
40 portions, f = 0.0127: kappa/kappa_s = 0.4658
Extrapolated to infinitely many portions = 0.4646
Differential law at porosity 0.40 = 0.4648
Three generations, f = 0.20 each: counted solid fraction = 0.5114
Product rule = 0.5120, simple subtraction = 0.4000
Network: fine void fraction = 0.1250, large-pore fraction = 0.30
Fine voids alone: kappa/kappa_s = 0.7771
Large pore diameter / fine period = 10.0:
  large pore alone = 0.5953, both = 0.4631
  product = 0.4626, deviation of both from product = 0.11 %
Large pore diameter / fine period = 19.9:
  large pore alone = 0.6003, both = 0.4661
  product = 0.4665, deviation of both from product = -0.07 %
  sum of separate reductions would give 0.3774
Second-order coefficients: differential = 3/8, Maxwell = 3/4
Porosity | differential | Maxwell | exponential (kappa/kappa_s)
  0.1    | 0.8538       | 0.8571  | 0.8607
  0.2    | 0.7155       | 0.7273  | 0.7408
  0.3    | 0.5857       | 0.6087  | 0.6376
  0.4    | 0.4648       | 0.5000  | 0.5488
  0.5    | 0.3536       | 0.4000  | 0.4724
Model solid conductivity = 1.20 W/(m K)
Film porosity = 0.40, thickness = 200 nm
Heat flux = 1.0e+07 W/m^2
Porous film conductivity = 0.5577 W/(m K)
Resistance per area, dense = 1.667e-07 m^2 K/W
Resistance per area, porous = 3.586e-07 m^2 K/W
Resistance ratio porous/dense = 2.152
Temperature drop, dense = 1.667 K
Temperature drop, porous = 3.586 K
Porosity that halves the conductivity = 0.3700
PASS
```
